# BenDaniel-Duke Interface Conditions and Transfer Matrix for Layered Tunnel Barriers

## Result

An electron crosses layers stacked along $z$. Each layer has a constant band edge $V$, a constant isotropic effective mass $m$ and a thickness $d$. Hartree atomic units are used, so $\hbar=m_e=1$. The total energy $E$ and the in-plane wavenumber $q$ are conserved. The kinetic operator is taken in the BenDaniel-Duke ordering given below. For that operator, at an abrupt interface without a singular interface potential, the quantities

$$\psi,\qquad \phi=\frac{1}{m}\frac{d\psi}{dz}$$

are continuous. The column $u=(\psi,\phi)^T$ crosses one layer according to $u(d)=P\,u(0)$, with

$$P=\begin{pmatrix}\cos kd & (m/k)\sin kd\\ -(k/m)\sin kd&\cos kd\end{pmatrix},\quad k^2=2m(E-V)-q^2 .$$

No extra interface matrix is needed. For layers numbered from left to right,

$$M=P_N\cdots P_2P_1=\begin{pmatrix}A&B\\C&D\end{pmatrix},\qquad \det M=1 .$$

With propagating waves in both electrodes and normal velocities $v_L=k_L/m_L$ and $v_R=k_R/m_R$, the transmission probability is

$$T=\frac{4v_Lv_R}{4v_Lv_R+X},$$

$$X=(v_LD-v_RA)^2+(C+v_Lv_RB)^2 .$$

The model is a single parabolic band with elastic, coherent motion and real potentials. A field inside a layer must be represented by thinner constant layers or by another solution within that layer.

## Why these two quantities are continuous

The BenDaniel-Duke operator places the position-dependent inverse mass between the derivatives. For an envelope $\psi(z)e^{i\mathbf q\cdot\mathbf r}$, where $\mathbf r$ lies in the plane, the in-plane derivatives give $q^2/(2m)$. The normal equation is therefore

$$-\frac12\frac{d}{dz}\left(\frac1m\frac{d\psi}{dz}\right)+U\psi=E\psi,\qquad U=V+\frac{q^2}{2m}.$$

The kinetic energy of the normal motion in any finite interval is $\int|\psi'|^2/(2m)\,dz$. A jump of $\psi$ would put a delta function into $\psi'$, whose square has no finite integral. Finite kinetic energy thus requires $\psi$ to be continuous.

The second condition follows from the weak form of the equation. For every smooth function $\eta$ that vanishes outside a finite interval,

$$\int\left[\frac{\eta^{*\prime}\psi'}{2m}+\eta^*(U-E)\psi\right]dz=0 .$$

Place an interface at $z=0$ and integrate the first term by parts on each side. The volume terms vanish because the differential equation holds inside each layer. What remains is

$$\tfrac12\eta^*(0)\,[\phi(0^-)-\phi(0^+)]=0 .$$

Since $\eta(0)$ is arbitrary, $\phi$ is continuous. The slope itself obeys $\psi'(0^+)/\psi'(0^-)=m(0^+)/m(0^-)$ when it is nonzero.

For this operator, it is also the limit of a narrow smooth transition. There $\psi'=m\phi$ and $\phi'=2(U-E)\psi$ have bounded right-hand sides, so the changes of $\psi$ and $\phi$ vanish in proportion to the width. A numerical test integrated the expanded equation, in which $m'$ appears explicitly, and confirmed this proportionality. For the inner step of the worked example below ($m=0.5$ to $0.2$, $V=0.120$ to $0.055$ hartree, $E=0.02$ hartree, half-width 0.01 bohr), starting from a decaying wave, the slope ratio is 0.398, close to the mass ratio 0.400. The deviation is set by the relative change of $\phi$, so it depends on the starting state.

## Current, and what its conservation does not determine

The time-dependent equation gives $\partial_t|\psi|^2=2\,\mathrm{Im}(\psi^*H\psi)$. The potential term is real and drops out, leaving $-\mathrm{Im}(\psi^*\phi')$. Because $\psi^{*\prime}\phi=m|\phi|^2$ is also real, this equals $-\partial_zJ$, with

$$J=\mathrm{Im}(\psi^*\phi).$$

In a stationary state $J$ is constant within each layer. Continuity of $\psi$ and $\phi$ carries the same value across each interface.

If $\psi$ and $\psi'$ were matched instead, $\mathrm{Im}(\psi^*\psi')$ would be continuous and $J$ would be multiplied by $m_L/m_R$ on crossing from left to right. That matching violates conservation whenever the masses differ and the current is nonzero.

The converse needs care: current conservation alone does not select the BenDaniel-Duke conditions. Consider a general linear matching $u_R=Su_L$ and write

$$J=\frac{1}{2i}u^\dagger Gu,\qquad G=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

Conservation for every $u$ requires $S^\dagger GS=G$. Every two-by-two matrix also satisfies $S^TGS=(\det S)G$. Solving both relations for $GS$ gives

$$(S^\dagger)^{-1}G=(\det S)(S^T)^{-1}G .$$

Cancel $G$, multiply by $S^T$ from the left and by $S^\dagger$ from the right, and transpose. The result is $S=(\det S)S^*$. The determinant of the conservation condition gives $|\det S|=1$, so set $\det S=e^{2i\theta}$. Then $e^{-i\theta}S$ equals its own complex conjugate and has determinant one. Hence

$$S=e^{i\theta}S_0,\qquad S_0\ \text{real},\quad \det S_0=1 .$$

Conversely, each such matrix conserves current. BenDaniel-Duke matching is $S=1$. A potential $\lambda\delta(z)$ gives $\phi(0^+)-\phi(0^-)=2\lambda\psi(0)$, which is another member of the family. The choice $S=1$ therefore rests on the operator and on the absence of an interface term, not on conservation alone.

A single junction shows the difference. Take $m_L=0.3$, $V_L=0$, $m_R=1$, $V_R=-0.02$ hartree, $E=0.02$ hartree and $q=0$:

| Matching | $R$ | $T$ | $R+T$ |
|---|---|---|---|
| $S=1$ | 0.016 | 0.984 | 1.000 |
| $S=\mathrm{diag}(1.5,1/1.5)$ | 0.073 | 0.927 | 1.000 |
| $\psi,\psi'$ continuous | 0.195 | 0.241 | 0.437 |

The second row conserves current but describes a different interface or a different operator. The Hermitian ordering $-\tfrac12m^\alpha\partial_zm^\beta\partial_zm^\alpha$ with $2\alpha+\beta=-1$ makes $m^\alpha\psi$ and $m^{-\alpha}\phi$ continuous, which is $S=\mathrm{diag}(s,1/s)$ with $s=(m_L/m_R)^\alpha$; BenDaniel-Duke is $\alpha=0$. In the third row the transmitted flux is 0.3 times the net incident flux $1-R$, as the mass ratio requires.

## Matrix of one layer

Inside a layer, differentiating $\psi'=m\phi$ gives

$$\psi''=2m(U-E)\psi=-k^2\psi .$$

The solution with initial values $\psi_0$ and $\phi_0$ is

$$\psi(z)=\psi_0\cos kz+\frac{m\phi_0}{k}\sin kz .$$

The factor $m/k$ ensures $\psi'(0)=m\phi_0$. Differentiating and dividing by $m$ gives

$$\phi(z)=-\frac{k}{m}\psi_0\sin kz+\phi_0\cos kz .$$

At $z=d$ these equations are the rows of $P$. Its determinant is $\cos^2kd+\sin^2kd=1$.

In a barrier $k=i\kappa$, with $\kappa^2=2m(V-E)+q^2>0$. Using $\cos(i\kappa d)=\cosh\kappa d$ and $\sin(i\kappa d)=i\sinh\kappa d$,

$$P=\begin{pmatrix}\cosh\kappa d&w^{-1}\sinh\kappa d\\w\sinh\kappa d&\cosh\kappa d\end{pmatrix},\qquad w=\frac{\kappa}{m}.$$

Both forms are real. At $k=0$ the limit is

$$P=\begin{pmatrix}1&md\\0&1\end{pmatrix},$$

which should be coded separately to avoid division by zero.

## From the matrix to transmission

For unit incident amplitude, the left electrode contains $e^{ik_Lz}+re^{-ik_Lz}$. The right electrode contains $te^{ik_R(z-L)}$, where $L$ is the total thickness. Thus

$$u(0)=\begin{pmatrix}1+r\\iv_L(1-r)\end{pmatrix},\qquad u(L)=t\begin{pmatrix}1\\iv_R\end{pmatrix}.$$

Since $\det M=1$, the inverse of $M$ has rows $(D,-B)$ and $(-C,A)$. Applying it to $u(L)$ gives

$$1+r=t(D-iv_RB),$$

$$iv_L(1-r)=t(-C+iv_RA).$$

Divide the second equation by $iv_L$, using $-1/i=i$:

$$1-r=\frac{t}{v_L}(v_RA+iC).$$

Adding this to the first equation eliminates $r$:

$$t=\frac{2v_L}{\mathcal N},\qquad \mathcal N=v_LD+v_RA+i(C-v_Lv_RB).$$

Subtracting instead gives

$$r=\frac{v_LD-v_RA-i(C+v_Lv_RB)}{\mathcal N}.$$

The incident flux is $v_L$ and the transmitted flux is $v_R|t|^2$. Therefore $T=(v_R/v_L)|t|^2=4v_Lv_R/|\mathcal N|^2$. Changing the two relative signs in $|\mathcal N|^2$ gives

$$|\mathcal N|^2=X+4v_Lv_R(AD-BC)=X+4v_Lv_R .$$

This is the stated result. Since $R=|r|^2=X/|\mathcal N|^2$, it also gives $R+T=1$.

Reversing the stack exchanges $A$ with $D$ and $v_L$ with $v_R$, while $B$ and $C$ remain in place. This leaves $X$ and $T$ unchanged. The comparison is at the same $E$, $q$ and potential profile.

If the right electrode has $k_R^2<0$, it carries no propagating wave and its transmitted flux is zero. The formula with real $v_R$ must not then be used.

## Plane-wave version

Some codes store amplitudes in $\psi=ae^{ikz}+be^{-ikz}$. At an interface, measure $z$ from that interface on both sides. With primes denoting the region on the right,

$$a+b=a'+b',\qquad v(a-b)=v'(a'-b').$$

Set $\rho=v/v'$. Half the sum and half the difference of $a'+b'=a+b$ and $a'-b'=\rho(a-b)$ give

$$\begin{pmatrix}a'\\b'\end{pmatrix}=\frac12\begin{pmatrix}1+\rho&1-\rho\\1-\rho&1+\rho\end{pmatrix}\begin{pmatrix}a\\b\end{pmatrix}.$$

The determinant is $[(1+\rho)^2-(1-\rho)^2]/4=\rho$. It differs from one because the amplitudes are not normalized to unit flux; no current is lost. Moving the origin from the left edge of a layer to its right edge multiplies the amplitudes by $\mathrm{diag}(e^{ikd},e^{-ikd})$, whose determinant is one.

The complete product $Q$ thus has determinant $v_L/v_R$. From $Q(1,r)^T=(t,0)^T$, one finds $r=-Q_{21}/Q_{22}$ and $t=(v_L/v_R)/Q_{22}$. This basis fails at $k=0$, where its two waves coincide; the $(\psi,\phi)$ basis does not.

## Two opaque layers

For a two-layer gate barrier, the hyperbolic matrix can be split into growing and decaying parts:

$$P=\frac{e^{\kappa d}}2\left[\binom1w(1,w^{-1})+e^{-2\kappa d}\binom1{-w}(1,-w^{-1})\right].$$

The denominator can also be written as

$$\mathcal N=(v_R,i)\,M\binom{1}{-iv_L}.$$

Let $s=\kappa_1d_1+\kappa_2d_2$. When both $\kappa_jd_j$ are large, keep the growing part of each layer. Multiplying the row and column vectors gives

$$\mathcal N_0=\frac{e^s}{4}(v_R+iw_2)\left(1+\frac{w_1}{w_2}\right)\left(1-\frac{iv_L}{w_1}\right).$$

Its squared modulus is

$$|\mathcal N_0|^2=\frac{e^{2s}}{16}\frac{(v_R^2+w_2^2)(w_1+w_2)^2(w_1^2+v_L^2)}{w_1^2w_2^2}.$$

Substitution into $4v_Lv_R/|\mathcal N_0|^2$ gives $T\simeq F_LF_{12}F_Re^{-2s}$, where

$$F_L=\frac{4v_Lw_1}{v_L^2+w_1^2},\qquad F_{12}=\frac{4w_1w_2}{(w_1+w_2)^2},$$

$$F_R=\frac{4w_2v_R}{w_2^2+v_R^2}.$$

The electrode factors cannot exceed 2 and the inner factor cannot exceed 1. The inner factor depends on the mismatch of $\kappa/m$, not of $\kappa$.

The leading correction comes from keeping one decaying part at a time. With $g=(w_2-w_1)/(w_2+w_1)$, the ratios to $\mathcal N_0$ give

$$\frac{|\mathcal N|^2}{|\mathcal N_0|^2}-1\simeq2g\left[c_1e^{-2\kappa_1d_1}+c_2e^{-2\kappa_2d_2}\right],$$

$$c_1=\frac{w_1^2-v_L^2}{w_1^2+v_L^2},\qquad c_2=\frac{v_R^2-w_2^2}{v_R^2+w_2^2}.$$

For opaque layers this correction is small, and a near match of $w_1$ and $w_2$ reduces it further. A match alone does not justify the opaque formula for thin layers. The omitted term with both decaying parts is of order $e^{-2s}$ and carries no factor $g$. It must be kept whenever the correction above is not much larger than $e^{-2s}$, which happens for small nonzero $g$ as well as for $g=0$.

## Worked example

The electrodes are those of the junction above. Between them lie a thin, high barrier and a thick, low one. These are model parameters, not a fit to a material.

| Layer | $m$ | $V$ (hartree) | $d$ (bohr) | $\kappa$ (1/bohr) | $w$ |
|---|---|---|---|---|---|
| 1 | 0.5 | 0.120 | 10 | 0.3162 | 0.6325 |
| 2 | 0.2 | 0.055 | 40 | 0.1183 | 0.5916 |

The energy is $E=0.02$ hartree, or 0.544 eV, and initially $q=0$. The stack is 2.65 nm thick. The electrode velocities are $v_L=0.36515$ and $v_R=0.28284$. Multiplying the layer matrices gives $A=1388.35$, $B=2195.44$, $C=821.36$ and $D=1298.85$. Then

$$v_LD-v_RA\simeq474.3-392.7=81.6,$$

$$C+v_Lv_RB\simeq821.4+226.7=1048.1 .$$

Thus $X\simeq1.105\times10^6$. With $4v_Lv_R=0.4131$, the transmission is $T=3.74\times10^{-7}$.

A finite-difference scattering calculation provides an independent test. It discretizes the operator and does not use the layer matrices. Its values are $3.7386\times10^{-7}$ at spacing 0.1 bohr and $3.7382\times10^{-7}$ at 0.05 bohr, against $3.7380\times10^{-7}$ from the matrix. Halving the spacing reduces the difference by about four, as expected for a second-order scheme.

The opaque formula gives

$$1.732\times0.9989\times1.557\times1.388\times10^{-7}=3.74\times10^{-7}.$$

The exponential alone would be too small by a factor of 2.7. Although the two decay constants differ by a factor of 2.7 as well, the values of $w$ are close and the inner interface is nearly neutral. Replacing $w$ by $\kappa$ in $F_{12}$ would give 0.793 and lower the estimate by about 21 percent.

The opaque estimate differs from the full result by $-5.6\times10^{-5}$, relative to the latter. The correction formula explains this small value: $g=-0.0334$, $c_1=0.50$ and $c_2=-0.63$ give $-5.7\times10^{-5}$.

The density $|\psi|^2$ is 1.000, $1.91\times10^{-3}$ and $4.83\times10^{-7}$ at the left, inner and right interfaces. The flux is $1.365\times10^{-7}$ at all three. A decaying density is therefore compatible with constant current: for $\psi=ae^{-\kappa z}+be^{\kappa z}$ the current is the cross term $J=2w\,\mathrm{Im}(a^*b)$, which does not depend on $z$. The growing part is much smaller than the decaying part at the left edge of each layer. At the right interface the two are $t(1\pm iv_R/w_2)/2$ and have equal modulus.

## In-plane motion changes the barrier

At fixed $q$, the energy available for normal motion is $E-q^2/(2m)$. It changes from layer to layer because $m$ changes. Holding it at its left-electrode value is incorrect when the masses differ.

For $q=0.06$ 1/bohr, it is 0.0140 hartree in the left electrode, 0.0164 in layer 1 and 0.0110 in layer 2. The heavier first layer leaves more energy for normal motion, while the lighter second layer leaves less. The second effect acts over a longer distance.

The correct decay constants are 0.32187 and 0.13267, so

$$2s=2(3.2187+5.3066)=17.05 .$$

Holding the normal energy at 0.0140 hartree gives $\kappa_1=\sqrt{0.106}=0.3256$ and $\kappa_2=\sqrt{0.0164}=0.1281$, hence $2s=16.76$. The exponent difference of 0.29 alone would raise transmission by a factor of 1.34. Including the prefactors, the wrong result is $1.13\times10^{-7}$ and the correct one is $8.66\times10^{-8}$, a ratio of 1.31.

## Implementation and limits

For very thick barriers, hyperbolic functions can overflow. Write $P=e^{\kappa d}\widetilde P$ for each barrier, multiply the scaled matrices and add the exponents separately. If $\widetilde{\mathcal N}$ is the denominator built from the scaled product, then

$$\ln T=\ln(4v_Lv_R)-2\sum_j\kappa_jd_j-2\ln|\widetilde{\mathcal N}|,$$

where the sum runs over the scaled barriers.

The conditions must be reconsidered when the interface has its own potential, when it couples bands or valleys, or when the mass depends on energy. Inelastic scattering and trap-assisted transport also lie outside this coherent calculation. A gate-current prediction further requires the electrostatic profile and a sum over occupied incident states; $T$ at one energy and one in-plane wavenumber is not a leakage current. The remaining computed values are in the numerical output below.

## Values computed for the example and the checks

```
All values in Hartree atomic units unless stated
left electrode: m = 0.3, V = 0.0
layer 1: m = 0.5, V = 0.12, d = 10.0 bohr
layer 2: m = 0.2, V = 0.055, d = 40.0 bohr
right electrode: m = 1.0, V = -0.02
energy E = 0.02 hartree = 0.5442 eV
total thickness = 50.0 bohr = 2.6459 nm
electrode wavenumbers kL, kR = 0.109545, 0.282843
electrode velocities vL, vR = 0.365148, 0.282843
layer 1: kappa = 0.316228, w = 0.632456, kappa*d = 3.162278
layer 1 matrix P11, P12, P21, P22 = 11.833336, 18.643219, 7.457288, 11.833336
layer 2: kappa = 0.118322, w = 0.591608, kappa*d = 4.732864
layer 2 matrix P11, P12, P21, P22 = 56.814644, 96.019399, 33.606790, 56.814644
stack matrix A, B, C, D = 1388.3510, 2195.4376, 821.3636, 1298.8455
transmitted amplitude t = 5.728768e-04 + i*(-3.929193e-04)
transmission T (dimensionless) = 3.737998e-07
grid T, spacing 0.1 bohr = 3.738639e-07
grid T, spacing 0.05 bohr = 3.738158e-07
opaque factors: left, inner, right = 1.732051, 0.998886, 1.556577
opaque exponential factor = 1.387929e-07
opaque estimate of T = 3.737787e-07
opaque estimate / T - 1 = -5.644e-05
inner factor if kappa replaced w = 0.792585
left interface: |psi|^2 = 1.000179e+00, J = 1.364924e-07
inner interface: |psi|^2 = 1.913636e-03, J = 1.364924e-07
right interface: |psi|^2 = 4.825734e-07, J = 1.364924e-07
smooth inner step, half-width 0.01 bohr: change of psi = -4.418e-03, of phi = 2.694e-03
same step: psi' after/before = 0.39830, mass ratio = 0.40000
Single junction of the two electrodes, no barrier layers:
BenDaniel-Duke: R = 0.016133, T = 0.983867, R+T = 1.000000
S = diag(s,1/s), s = 1.5: R = 0.073349, T = 0.926651, R+T = 1.000000
continuous psi': R = 0.195056, T = 0.241483, R+T = 0.436539
in-plane wavenumber q = 0.06 1/bohr
normal energy in left electrode = 0.014000 hartree
layer 1: E-q^2/(2m) = 0.016400 hartree, kappa = 0.321870
layer 2: E-q^2/(2m) = 0.011000 hartree, kappa = 0.132665
T with in-plane motion = 8.657882e-08
T with normal energy wrongly held fixed = 1.134954e-07
wrong / correct T = 1.310891
```
